# Silicon Surface Stress Beside an Oxide Window Edge

If its force is taken to act as a line load at its edge, an oxide film 0.1 µm thick, under a compressive stress of 300 MPa, puts the bare silicon 1 µm outside its edge under a compression of about 19 MPa. No elastic constant of silicon enters this number if silicon is treated as isotropic. Two facts account for it: the film pushes on the silicon with a force set by stress times thickness, and a line force on a half-space produces a stress that falls as the inverse of distance.

## Geometry and the edge force

Silicon fills $y>0$, with $y$ pointing into the wafer. The oxide covers $x<0$, the window is $x>0$, and the straight edge runs along $z$. Tension is positive. The film has thickness $h$ and in-plane stress $s_f$ far from its edge, so a compressive oxide has $s_f<0$. All forces are per unit length of edge. The stresses calculated below are changes caused by the edge, starting from unstressed silicon.

Let $N(x)$ be the film stress $\sigma_{xx}$ integrated through the film thickness, and let $q(x)$ be the tangential traction exerted by the film on the silicon. The silicon exerts $-q$ on the film. Force balance on a film slice of length $dx$ is

$$N(x+dx)-N(x)-q\,dx=0,\qquad\text{so}\qquad q=\frac{dN}{dx}.$$

Where the film is uniform, $N$ is constant and $q=0$: a blanket film does not shear its interface. Near the edge $N$ must fall from $s_fh$ to zero, because the end face is free. The total force on the silicon is therefore

$$F_x=\int q\,dx=N(0)-N(\text{interior})=-s_fh. \tag{1}$$

A compressive film pushes the silicon towards the window, and a tensile film pulls it back under the film. The magnitude is $F=|s_f|h$. The line-force model places all of this force at $x=0$.

## The stress field of a tangential line force

Take silicon to be linear, isotropic and infinitely deep, and the edge to be infinitely long. Nothing then varies along $z$, and the added strain $\varepsilon_{zz}$ is zero (plane strain).

Use polar coordinates about the edge, $x=r\cos\theta$ and $y=r\sin\theta$, with $0\le\theta\le\pi$ inside the silicon. A line force has the dimension of stress times length, and the problem contains no length of its own, so stress must vary as $1/r$. Try a purely radial stress,

$$\sigma_{rr}=\frac{f(\theta)}{r},\qquad \sigma_{\theta\theta}=\sigma_{r\theta}=0.$$

The radial equilibrium equation reduces to

$$\frac{\partial\sigma_{rr}}{\partial r}+\frac{\sigma_{rr}}{r}=-\frac{f}{r^2}+\frac{f}{r^2}=0,$$

and every term of the angular equation vanishes. On the surface, $\theta=0$ or $\pi$, the traction consists of $\sigma_{\theta\theta}$ and $\sigma_{r\theta}$, so the surface is free away from the origin.

The function $f$ follows from the requirement that the strains derive from a displacement. In plane strain, with Young's modulus $E$ and Poisson's ratio $\nu$,

$$\varepsilon_{xx}=\frac{1+\nu}{E}\left[(1-\nu)\sigma_{xx}-\nu\sigma_{yy}\right],\qquad \gamma_{xy}=\frac{2(1+\nu)}{E}\sigma_{xy},$$

and $\varepsilon_{yy}$ follows by exchanging $x$ and $y$. Since $\varepsilon_{xx}=\partial_xu_x$, $\varepsilon_{yy}=\partial_yu_y$ and $\gamma_{xy}=\partial_yu_x+\partial_xu_y$, they obey

$$\partial_y^2\varepsilon_{xx}+\partial_x^2\varepsilon_{yy}=\partial_x\partial_y\gamma_{xy}. \tag{2}$$

Insert the stresses and cancel $(1+\nu)/E$:

$$(1-\nu)(\partial_y^2\sigma_{xx}+\partial_x^2\sigma_{yy})-\nu(\partial_x^2\sigma_{xx}+\partial_y^2\sigma_{yy})=2\partial_x\partial_y\sigma_{xy}.$$

Differentiating the $x$ equilibrium equation by $x$ and the $y$ equation by $y$, then adding, gives $2\partial_x\partial_y\sigma_{xy}=-(\partial_x^2\sigma_{xx}+\partial_y^2\sigma_{yy})$. Substitution leaves a common factor $1-\nu$, and

$$\nabla^2(\sigma_{xx}+\sigma_{yy})=0.$$

The sum in brackets is the trace, here $f/r$. Its Laplacian is

$$\nabla^2\frac fr=\frac{2f}{r^3}-\frac{f}{r^3}+\frac{f''}{r^3}=\frac{f+f''}{r^3}=0,$$

so $f=A\cos\theta+B\sin\theta$.

Now balance forces on a half-disc of silicon centred on the edge. The applied force acts at its flat surface, and the traction $\sigma_{rr}\hat{\mathbf r}$ acts on its curved surface of arc element $r\,d\theta$. The two components are

$$F_x+\int_0^\pi f\cos\theta\,d\theta=F_x+\frac{\pi A}{2}=0,\qquad \int_0^\pi f\sin\theta\,d\theta=\frac{\pi B}{2}=0.$$

Hence $A=-2F_x/\pi$, $B=0$, and

$$\sigma_{rr}=-\frac{2F_x\cos\theta}{\pi r}. \tag{3}$$

The Cartesian components follow from $\sigma_{xx}=\sigma_{rr}\cos^2\theta$, $\sigma_{xy}=\sigma_{rr}\sin\theta\cos\theta$ and $\sigma_{yy}=\sigma_{rr}\sin^2\theta$:

$$\sigma_{xx}=-\frac{2F_xx^3}{\pi r^4},\quad \sigma_{xy}=-\frac{2F_xx^2y}{\pi r^4},\quad \sigma_{yy}=-\frac{2F_xxy^2}{\pi r^4}.$$

At the surface $y=0$ and $r^4=x^4$, so

$$\boxed{\sigma_{xx}(x,0)=-\frac{2F_x}{\pi x}=\frac{2s_fh}{\pi x}} \tag{4}$$

with magnitude $2F/(\pi|x|)$. This is the normal stress across planes perpendicular to $x$; the open surface carries no shear. A compressive oxide compresses the silicon in the window and stretches the silicon beneath the film. In this isotropic model the surface also acquires $\sigma_{zz}=\nu\sigma_{xx}$, because $\varepsilon_{zz}=0$ and $\sigma_{yy}=0$. In cubic silicon the ratio depends strongly on direction: on a (001) wafer it is about 0.06 for a ⟨110⟩ edge and 0.28 for a ⟨100⟩ edge.

At fixed $x$, the stress below the surface is the surface value times $(1+y^2/x^2)^{-2}$. At depth $y=x$ it has fallen to one quarter in this isotropic model. A device whose active region is not shallow compared with $x$ should therefore use the full expression.

## Distributed loads and anisotropic silicon

Silicon is cubic, and a second derivation covers this case. It also shows that (4) is the limit of smooth, narrow loads, which settles the choice of the radial solution. Let the $x$ and $y$ axes be such that

$$\varepsilon_{xx}=b_{11}\sigma_{xx}+b_{12}\sigma_{yy},\quad \varepsilon_{yy}=b_{12}\sigma_{xx}+b_{22}\sigma_{yy},\quad \gamma_{xy}=b_{66}\sigma_{xy},$$

where the $b_{ij}$ are plane-strain compliances. This form holds for a (001) wafer with the edge along a ⟨110⟩ direction. Write the stresses as derivatives of a function $\phi$,

$$\sigma_{xx}=\partial_y^2\phi,\qquad \sigma_{yy}=\partial_x^2\phi,\qquad \sigma_{xy}=-\partial_x\partial_y\phi,$$

which satisfies equilibrium identically. Equation (2) becomes

$$b_{11}\partial_y^4\phi+(2b_{12}+b_{66})\partial_x^2\partial_y^2\phi+b_{22}\partial_x^4\phi=0.$$

For a wave $\phi\propto e^{ikx-\lambda|k|y}$ this requires

$$b_{11}\lambda^4-(2b_{12}+b_{66})\lambda^2+b_{22}=0.$$

Decay into the wafer selects the two roots with positive real part. The coefficients of this quadratic in $\lambda^2$ give $\lambda_1^2+\lambda_2^2=(2b_{12}+b_{66})/b_{11}$ and $\lambda_1\lambda_2=\sqrt{b_{22}/b_{11}}$.

A tangential load has $\sigma_{yy}=0$ at the surface, hence $\phi=0$ there:

$$\phi=C\left(e^{-\lambda_1|k|y}-e^{-\lambda_2|k|y}\right)e^{ikx}.$$

At $y=0$ the ratio of derivatives is

$$\frac{\partial_y^2\phi}{\partial_y\phi}=\frac{k^2(\lambda_1^2-\lambda_2^2)}{-|k|(\lambda_1-\lambda_2)}=-|k|\kappa,\qquad \kappa=\lambda_1+\lambda_2.$$

The outward normal of the silicon is $-\hat{\mathbf y}$, so the applied traction is $q=-\sigma_{xy}=ik\,\partial_y\phi$. Eliminating $\phi$ gives, for each wave,

$$\sigma_{xx}=-|k|\kappa\frac{q}{ik}=i\kappa\,\mathrm{sgn}(k)\,q.$$

Represent the line force by $q_k=F_xe^{-\eta|k|}$, a smooth load of width $\eta$ and total force $F_x$. Then

$$\sigma_{xx}(x,0)=\frac{i\kappa F_x}{2\pi}\int_{-\infty}^{\infty}\mathrm{sgn}(k)e^{ikx-\eta|k|}dk=-\frac{\kappa F_x}{\pi}\frac{x}{x^2+\eta^2}.$$

For $\eta\to0$ this becomes $-\kappa F_x/(\pi x)$. Squaring $\lambda_1+\lambda_2$ gives

$$\kappa=\sqrt{2\sqrt{\frac{b_{22}}{b_{11}}}+\frac{2b_{12}+b_{66}}{b_{11}}}. \tag{5}$$

In the isotropic case $b_{11}=b_{22}=(1-\nu^2)/E$ and $2b_{12}+b_{66}=2b_{11}$. Thus $\kappa=\sqrt{2+2}=2$, in agreement with (4); the coincident roots are reached as a limit. A separate minimization of elastic energy in the displacements gave 2.000000 for both $\nu=0.10$ and $\nu=0.35$, as it should if $\nu$ drops out.

For silicon, the rounded typical constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, rotated to this edge, give $b_{11}=0.005871$, $b_{22}=0.006897$, $b_{12}=-0.002264$ and $b_{66}=0.0125$ GPa$^{-1}$. Equation (5) then reads

$$\kappa=\sqrt{2\sqrt{\tfrac{0.006897}{0.005871}}+\tfrac{-0.004528+0.0125}{0.005871}}\approx1.88.$$

The energy minimization gives the same value. For this edge direction, anisotropy lowers the surface stress by about 6% relative to the isotropic result. For a ⟨100⟩ edge on the same wafer the unrotated constants give $\kappa\approx1.73$, a reduction of 13%.

For any tangential load, superposition gives

$$\sigma_{xx}(x,0)=-\frac{\kappa}{\pi}\,\mathrm{PV}\!\int\frac{q(s)}{x-s}\,ds, \tag{6}$$

where PV, the principal value, is needed inside the loaded region. Far outside a compact load, $1/(x-s)\approx1/x$, and only the total force matters.

The film force acts at mid-height, $h/2$ above the interface, so normal tractions must balance a moment. They do not alter the surface $\sigma_{xx}$ in the window. To see this, take $\phi=(C_1e^{-\lambda_1|k|y}+C_2e^{-\lambda_2|k|y})e^{ikx}$ with no shear at the surface, so that $\lambda_1C_1+\lambda_2C_2=0$. Then, at $y=0$,

$$\sigma_{xx}=k^2\lambda_1C_1(\lambda_1-\lambda_2)e^{ikx},\qquad \sigma_{yy}=-k^2C_1\frac{\lambda_2-\lambda_1}{\lambda_2}e^{ikx},$$

and $\sigma_{xx}=\lambda_1\lambda_2\sigma_{yy}$. The factor does not depend on $k$, so the relation is local in $x$: where the surface carries no normal traction, normal loads elsewhere contribute nothing to its $\sigma_{xx}$.

## Windows and stripes of finite width

A window $0<x<w$ has a second edge at $w$, where the force is $-F_x$. Adding the two fields with $\kappa=2$ gives

$$\sigma_{xx}=-\frac{2F_x}{\pi}\left(\frac1x-\frac1{x-w}\right)=-\frac{2F_x}{\pi}\left(\frac1x+\frac1{w-x}\right). \tag{7}$$

The edges reinforce each other. The second one adds a fraction $x/(w-x)$ of the first. At the centre the total is $-8F_x/(\pi w)$, which equals the single-edge stress at $x=w/4$.

An isolated oxide stripe on $-L<x<0$ behaves differently. If $L$ is many times $h$, so that the film force builds up almost fully between the edges, its far edge carries $-F_x$ at $x=-L$, and outside the stripe

$$\sigma_{xx}=-\frac{2F_x}{\pi}\left(\frac1x-\frac1{x+L}\right)=-\frac{2F_xL}{\pi x(x+L)}.$$

For $x\ll L$ the single-edge law returns. For $x\gg L$ the two forces nearly cancel, and stress falls as $L/x^2$. A layout tool that applies $1/x$ to a narrow stripe will overestimate its range.

## Worked example

Take $s_f=-300$ MPa, $h=0.1$ µm and $w=20$ µm. Since 1 MPa·µm = 1 N/m,

$$F_x=-(-300)(0.1)=30\ \text{N/m},\qquad \sigma_{xx}(1\,\text{µm})=-\frac{2(30)}{\pi(1)}=-19.1\ \text{MPa}.$$

The second edge multiplies this by $1+1/19$, giving $-20.1$ MPa. Isotropic results at other positions are:

| $x$ (µm) | One edge (MPa) | Two edges (MPa) |
|---:|---:|---:|
| 0.5 | −38.2 | −39.2 |
| 1 | −19.1 | −20.1 |
| 2 | −9.5 | −10.6 |
| 5 | −3.8 | −5.1 |

At the window centre, the rule above gives twice the one-edge value at 10 µm, or $-3.8$ MPa. The second edge matters little at 0.5 µm but adds a third at 5 µm.

## How sharply the force is delivered

The film is not released abruptly, because the silicon beneath it yields elastically. Treat the film as a membrane that shares the surface strain of the silicon. With plane-strain moduli $E_f'$ and $E_s'$, and $\rho=E_f'/E_s'$,

$$N=s_fh+\rho h\,\sigma_{xx}(x,0),\qquad N=0\ \text{at the film ends}, \tag{8}$$

where $\sigma_{xx}$ follows from (6) with $q=dN/dx$. The example uses $E_f'=72$ GPa for oxide and $E_s'=1/b_{11}=170$ GPa, so $\rho=0.42$. The factor $\kappa=2$ is kept, to isolate the effect of film compliance.

Well inside a wide film, at distance $d$ from its edge, the silicon stress is approximately $+2F_x/(\pi d)$. Putting this and $F_x=-s_fh$ into (8) gives

$$\frac{N}{s_fh}\approx1-\frac{2\rho h}{\pi d}. \tag{9}$$

At $d=1$ µm this estimate is 0.973; the numerical solution for a film 40 µm wide gives 0.970. In this model the film carries about three quarters of its full force at 0.1 µm and 94% at 0.5 µm. The first figure is too high for a real film, because the model ignores shear through the film thickness, which lets the film near its edge relax further. Most of the force thus enters the silicon within a few film thicknesses, but the remainder has a long tail: by (9), $q$ falls as $1/d^2$.

The load is centred under the film, farther from the window than the nominal edge, so the stress in the window is reduced. Relative to line forces at the two ends of the same 40 µm film, the membrane result is 0.87 at $x=0.5$ µm, 0.92 at 1 µm, 0.95 at 2 µm and 0.97 at 5 µm. The error falls more slowly than $1/x$. The tail explains this: the first moment of a load proportional to $1/d^2$ grows logarithmically with the range of $d$ included, so the apparent shift of the force grows slowly with $x$.

Equation (4) diverges at the edge and cannot be used there. It reaches the film stress itself at $x=2h/\pi$, which is less than one film thickness. In that region the corner shape and the shear through the film thickness matter, and the membrane model omits both. Even at $x=5h$ the membrane correction here is 13%, and shear through the film thickness, which moves the load still farther from the window, lowers the stress by about a further tenth, to roughly 0.79 of the line-force value.

## Wafer bending and temperature

A half-space cannot bend, but a wafer of thickness $H$ can. For a continuous film on one face of a free wafer, let the silicon stress be $a+cy$. Neglecting $h$ beside $H$, force and moment balance about the film plane are

$$aH+\frac{cH^2}{2}=-s_fh,\qquad \frac{aH^2}{2}+\frac{cH^3}{3}=0.$$

The second gives $c=-3a/(2H)$. The first then becomes $aH/4=-s_fh$, so the surface stress is $a=-4s_fh/H$. For $H=500$ µm it is $+0.24$ MPa: a tension, opposite in sign to the window stress. As an estimate of the background in a mostly covered wafer, it is about 1% of the edge stress at 1 µm and 5% of the two-edge stress at 5 µm. Thermal oxidation coats both faces; if an equal film remains on the back, the wafer does not bend, and force balance alone gives $-2s_fh/H$, or $+0.12$ MPa.

Temperature acts mainly through $s_f$. Cooling a film held by the wafer in both in-plane directions changes its stress by

$$\Delta s_f=-\frac{E_f}{1-\nu_f}(\alpha_{\rm Si}-\alpha_{\rm ox})\Delta T,$$

where $\Delta T$ is the temperature drop. Rough constants $E_f=70$ GPa, $\nu_f=0.17$, $\alpha_{\rm Si}=3.6\times10^{-6}$ K$^{-1}$, $\alpha_{\rm ox}=0.5\times10^{-6}$ K$^{-1}$ and $\Delta T=980$ K give

$$\Delta s_f=-\frac{70\,000}{0.83}(3.1\times10^{-6})(980)\approx-256\ \text{MPa}.$$

The result is only as good as the mean expansion coefficient: $\alpha_{\rm Si}=3.9\times10^{-6}$ K$^{-1}$, nearer the measured average over this range, gives about $-280$ MPa. Most of the assumed 300 MPa can therefore come from cooling, and that part is absent at the growth temperature. The room-temperature edge force must not be carried over to a hot process step; $s_f$ has to be the film stress at the temperature of interest.

## Use for real oxide windows

The example represents a thermal oxide that was grown as a blanket film and then etched open. A room-temperature compression of a few hundred MPa is a rough typical level for such a film, and the thickness is an ordinary one for a masking oxide. At 1 µm, the second edge raises the stress by 5%, anisotropy lowers it by 6% for a ⟨110⟩ edge, and film compliance, in the membrane model, lowers it by 8%. If these are treated as independent factors, the estimate is about 17 MPa of compression instead of 19 MPa. Shear through the film thickness, which the membrane model omits, takes off about 6% more and brings the estimate to between 16 and 17 MPa. Etched edges are also often sloped. If the film force falls uniformly over a slope of length $\ell$ ending at $x=0$, the load is centred at $-\ell/2$ and the stress drops by a fraction of about $\ell/(2x)$ for $x\gg\ell$; relative to a line force at $x=0$, a 0.1 µm slope would cost 5% at 1 µm. This is not to be added to the corrections above. The top corner of a vertical edge already carries little stress, and with the film thickness resolved a 0.1 µm slope lowers the stress at 1 µm by less than 1% compared with a vertical edge. The rule is meant for slopes much longer than $h$. An oxide grown locally through a mask is a different case: it is partly sunk into the silicon, and its expansion during growth loads the sidewalls, which equation (1) does not describe.

For implementation, (7) with the factor 2 replaced by $\kappa$ is suitable when $x$ and $w-x$ are both many film thicknesses, the adjoining films are much wider than the window, and the wafer is much thicker than all these lengths. In the example, relaxation of the film still leaves the stress about 12% below this formula at $x=10h$ and 3% below it at $x=50h$. The point must also be much closer to the straight edge than to any corner of the window. For narrower films that are still many thicknesses wide, every edge should be summed with its own sign; the sum runs high, and for an oxide stripe thirty thicknesses wide the stress is 14 to 20% below it at distances of $10h$ to $200h$. In a stripe about ten thicknesses wide or less, the relaxed edge regions take up much of the width, and this sum clearly overestimates the stress. Nearer the edge, (8) gives part of the correction but omits shear in the film, and within a few film thicknesses the actual corner has to be modelled. The numerical output lists the line-force and membrane values used here.

## Table of computed values

```
Force through buried plane / applied: 1.000000
Energy factor, Poisson 0.10: 2.000000
Energy factor, Poisson 0.35: 2.000000
Smooth/point stress at 20 load widths: 1.00252
Film stress: -300 MPa
Film thickness: 0.10 um
Window width: 20 um
Force on silicon Fx: 30.0 N/m
x=0.5 um: one edge -38.20 MPa
  two edges -39.18; anisotropic one edge -35.86 MPa
x=1.0 um: one edge -19.10 MPa
  two edges -20.10; anisotropic one edge -17.93 MPa
x=2.0 um: one edge -9.55 MPa
  two edges -10.61; anisotropic one edge -8.97 MPa
x=5.0 um: one edge -3.82 MPa
  two edges -5.09; anisotropic one edge -3.59 MPa
Input C11, C12, C44: 166, 64, 80 GPa
Rotated Cxx, Cyy: 195.0, 166.0 GPa
Rotated Cxy, shear: 64.0, 80.0 GPa
b11, b22: 0.005871, 0.006897 1/GPa
b12, b66: -0.002264, 0.012500 1/GPa
Anisotropic kappa, formula: 1.87767
Anisotropic kappa, energy: 1.87767
Oxide Young modulus: 70 GPa
Oxide Poisson ratio: 0.17
Oxide plane-strain modulus: 72.08 GPa
Silicon plane-strain modulus: 170.33 GPa
Film/silicon modulus ratio: 0.4232
Membrane film width: 40 um
Largest relative membrane residual: 8.8e-08
N/(s_f h) at 0.1 um under film: 0.7600
N/(s_f h) at 0.5 um under film: 0.9405
N/(s_f h) at 1.0 um under film: 0.9704
N/(s_f h) at 5.0 um under film: 0.9937
N/(s_f h) at 20.0 um under film: 0.9973
Compliant/point stress at x=0.5 um: 0.8735
Compliant/point stress at x=1.0 um: 0.9175
Compliant/point stress at x=2.0 um: 0.9474
Compliant/point stress at x=5.0 um: 0.9709
Wafer thickness: 500 um
Blanket-film wafer surface stress: 0.240 MPa
Thermal expansion, silicon: 3.6e-06 1/K
Thermal expansion, oxide: 5.0e-07 1/K
Cooling interval: 980 K
Thermal-mismatch film stress: -256.2 MPa
```
